\section*{Integrating Antiferroelectric Discharge Data Without Artificial Energy Gain}

\section{A record that gains nine per cent}

A model antiferroelectric capacitor releases 3.1961 nJ on discharge. In one noisy record of that discharge, 81 of the 400 intervals between time stamps run backward. If those intervals are skipped and the rest integrated, the energy comes out as 3.4736 nJ, which is 8.7\% above the true value. If the time axis is first reconstructed, the same record gives $3.184\pm0.035$ nJ.

The setting behind this difference is the rule that turns a sampled path into an energy: how increments are formed, which voltage goes with each, and what is subtracted. Finite-field electronic-structure calculations face a part of the same choice through their field step, treated near the end. A measured record adds disordered times, conduction and correlated noise.

\section{Which energy is meant}

Let $Q$ be the charge on the positive plate, $V$ the voltage, and $i$ the current leaving that plate into the circuit, positive on discharge. A leakage current $L(V)$ also drains the plate through the film. Charge conservation gives
\begin{equation}
-\frac{dQ}{dt}=i+L(V).
\end{equation}
Multiplying by $V$ and integrating over the discharge time $T$ gives
\begin{equation}
W=\int_0^T V\left(-\frac{dQ}{dt}\right)dt
 =\int_0^T Vi\,dt+\int_0^T VL(V)\,dt .
\end{equation}
The left side is the energy released by the dielectric. The first term on the right reaches the load and the second heats the film. Removing conductive charge therefore raises the discharge figure above the delivered energy. The released energy describes the polarization response; the delivered energy describes what the capacitor is worth to a circuit.

For area $A$ and thickness $d$, with $E=V/d$ and $D=Q/A$, the density $W/(Ad)$ equals $-\int E\,dD$. Here $A$ and $d$ are taken as free of error.

\section{Reconstructing the time axis}

\subsection{Why skipping creates energy}

Suppose the buffer order of the samples is right, but the stamps $\tau_k$ scatter about the true times $t_k$ with independent Gaussian errors of standard deviation $\sigma_t$. The trigger fixes $t_0=0$ and $t_n=T$. A stamped interval is $h+sZ$, where $h$ is the true interval, $Z$ is standard normal, and $s=\sqrt2\,\sigma_t$ away from the ends. Let $\varphi$ and $\Phi$ be the normal density and distribution function. Skipping negative intervals keeps the mean length
\begin{align}
\langle\max(h+sZ,0)\rangle
&=\int_{-h/s}^{\infty}(h+sz)\varphi(z)\,dz \notag\\
&=h\,\Phi(h/s)+s\,\varphi(h/s),
\end{align}
because $\int_a^\infty z\varphi\,dz=\varphi(a)$ and $\varphi$ is even. Subtracting $h$ and using $1-\Phi(r)=\Phi(-r)$, with $r=h/s$, gives the excess
\begin{equation}
e(h)=s\left[\varphi(r)-r\,\Phi(-r)\right]>0 .
\end{equation}
It is positive because it is the mean length of the discarded backward motion.

For $r\gg1$, the expansion $\Phi(-r)\simeq\varphi(r)(1/r-1/r^3)$ gives $e\simeq s\varphi(r)/r^2$, which is negligible. For $r\ll1$ the kept length tends to $h/2+s/\sqrt{2\pi}$. Its ratio to $h$ then grows as $1/h$, so faster sampling with unchanged stamp error makes this false gain worse.

In the example $\sigma_t=20$ ns, so $s=28.3$ ns, and the mean interval is 25 ns. Equal intervals would give $r=0.884$ and a kept length of $25(0.812)+28.3(0.270)=27.9$ ns, a factor of 1.117. The actual intervals are uneven. Since $e''(h)=\varphi(h/s)/s>0$, unevenness at fixed mean raises the average excess, and the formula averaged over the true intervals gives 1.1234. Repeated records give 1.1235. The mean energy factor, 1.1165, differs mainly because energy weights each interval by its power; the size and sign of this difference depend on the particular sequence of true intervals.

\subsection{The monotone least-squares problem}

Let every true interval be at least $\delta$, a known limit of the sampler. The reconstructed times $\hat t_k$ minimize $\sum_k(t_k-\tau_k)^2$ subject to $t_{k+1}-t_k\ge\delta$ and the fixed ends. With $x_k=t_k-k\delta$ and $y_k=\tau_k-k\delta$, the problem becomes
\begin{equation}
\min\sum_{k=1}^{n-1}(x_k-y_k)^2,\qquad
0\le x_1\le\dots\le x_{n-1}\le T-n\delta .
\end{equation}

First ignore the outer limits. Start with one block per sample. Whenever a block has a larger mean than the block to its right, merge the two and assign the common mean. To see that this is optimal, attach a multiplier $\lambda_k\ge0$ to $x_k\le x_{k+1}$. Stationarity requires
\begin{equation}
x_k-y_k+\lambda_k-\lambda_{k-1}=0
\quad\Rightarrow\quad
\lambda_k=\sum_{j\le k}(y_j-x_j).
\end{equation}
This sum vanishes at block ends, as it must where $x_k<x_{k+1}$. Inside a block it is non-negative if every initial part has a mean no smaller than the block mean, or equivalently if every final part has a mean no larger. A single sample satisfies this. Now merge blocks of means $m_1>m_2$ into one of mean $m$, so that $m_1\ge m\ge m_2$. An initial part within the left block has mean at least $m_1\ge m$. If it reaches into the right block, the remaining final part has mean at most $m_2\le m$. The property survives each merger, and the convex problem is solved.

The outer limits are restored by clipping $x_k$ to $[0,T-n\delta]$. Suppose samples $1,\dots,m$ had negative $x_j$ and are set to zero. Their new multipliers are $\tilde\lambda_k=-\sum_{j=k+1}^{m}y_j$, with $k=0$ belonging to the limit $x_1\ge0$. From the old solution, $\sum_{j=k+1}^m y_j=\sum_{j=k+1}^m x_j-\lambda_k\le0$, so $\tilde\lambda_k\ge0$. The upper end follows by reflection. A general constrained optimizer gave the same times in the tests on small problems.

\subsection{What is guaranteed}

The allowed time sequences form a convex set. Let $p$ be its point closest to the stamps $\tau$, and let $t$ be the true sequence, also in the set. Moving from $p$ toward $t$ cannot reduce the distance to $\tau$, so $(\tau-p)\cdot(t-p)\le0$. Hence
\begin{equation}
\|\tau-t\|^2=\|\tau-p\|^2+\|p-t\|^2-2(\tau-p)\cdot(t-p)
\ge\|p-t\|^2 .
\end{equation}
Reconstruction cannot increase the total squared timing error. In the repeated records the rms error per stamp fell from 20.0 to 12.8 ns.

The guarantee needs the truth to lie in the set. If $\delta$ is chosen too large, it is lost. When the sampler's limit is unknown, $\delta=0$ keeps the guarantee, but in this example it removes less of the timing error than the true limit does. Wrong buffer order or wrong trigger times also break it.

\section{Pairing voltage with charge}

Bars denote the mean of the two end values of an interval, and $\Delta$ the later value minus the earlier. For a linear capacitor, $Q=CV$ and
\begin{equation}
-\bar V_k\Delta Q_k
=-\frac C2(V_{k+1}+V_k)(V_{k+1}-V_k)
=\frac C2(V_k^2-V_{k+1}^2).
\end{equation}
The sum telescopes to the decrease of stored energy for any step sizes, and vanishes on a closed path. Using the starting voltage instead, $V_k=\bar V_k-\Delta V_k/2$, gives
\begin{equation}
-V_k\Delta Q_k=-\bar V_k\Delta Q_k+\tfrac12\Delta V_k\Delta Q_k .
\end{equation}
On a discharge both increments are negative, so the last term is a gain; for the linear capacitor it is $C(\Delta V_k)^2/2$. In the antiferroelectric example the starting-voltage rule gains 0.0158 nJ even without noise.

With measured currents the charge increment is itself a two-point mean, so the estimate is
\begin{equation}
W_0=\sum_{k=0}^{n-1}h_k\bar V_k\bar S_k,\qquad
h_k=\hat t_{k+1}-\hat t_k ,
\end{equation}
where $S$ is the measured value of $-dQ/dt$. On smooth data this has a second-order step error: halving uniform steps divides the error by 4.000. On the example's uneven grid the error is 0.000025 nJ, far below the noise. Since $h_k\ge0$ and $\sum h_k=T$, also $|W_0|\le T\max_k|\bar V_k\bar S_k|$.

\section{Removing conduction and offset together}

Hold the film at fixed voltages until polarization relaxation has ended, and read the current with the same meter. With meter offset $o$ and a leakage model $L=g_1V+g_3V^3$, the hold reading is
\begin{equation}
R(V)=o-g_1V-g_3V^3 .
\end{equation}
The minus signs arise because, at fixed voltage, the circuit must replace the charge that leaks away, so its current flows into the positive plate. During discharge the reading is $I=i+o$, so
\begin{equation}
S=I-R(V)=i+L(V)=-\frac{dQ}{dt}.
\end{equation}
One subtraction removes both offset and conduction. It assumes that leakage is a single function of voltage on this branch. If the hold state and the discharge state leak differently at the same voltage, the subtraction is wrong by that difference.

The fit in the example returns $g_1=1.14\ \mu$A/V where the true value is 2.00, and $g_3=0.584\ \mu$A/V$^3$ where it is 0.500. The separate coefficients are poorly determined, but the released energy needs only the fitted curve, and errors of the coefficients partly cancel in it. The split into delivered energy and heat needs $o$ on its own, preferably from a good reading at zero voltage.

\section{Noise that does not average to zero}

Let the voltage and current errors be Gaussian, independent between samples, with standard deviations $\sigma_V$ and $\sigma_I$ and covariance $c$ within a sample. In $\bar V\bar I$ there are four products of errors with weight $1/4$. Two belong to the same sample, so the mean shift is $2c/4=c/2$.

The subtraction $R(V)$ brings voltage noise into $S$ as well. Write the measured voltages of one interval as $V_1,V_2$ and their true values as $v_1,v_2$. The linear leakage term is $g_1(V_1+V_2)^2/4$, with mean shift $g_1(2\sigma_V^2)/4=g_1\sigma_V^2/2$. The cubic term is
\begin{equation}
\frac{g_3}{4}\left(V_1^4+V_2^4+V_1V_2^3+V_2V_1^3\right).
\end{equation}
For Gaussian errors $\langle V^3\rangle=v^3+3v\sigma_V^2$ and $\langle V^4\rangle=v^4+6v^2\sigma_V^2+3\sigma_V^4$. The shift is therefore
\begin{align}
&\frac{g_3}{4}\left[6\sigma_V^2(v_1^2+v_2^2)+6\sigma_V^4+6\sigma_V^2v_1v_2\right]\notag\\
&\qquad=\tfrac32g_3\sigma_V^2\left(v_1^2+v_1v_2+v_2^2+\sigma_V^2\right).
\end{align}
The true squares are unknown, but $v^2=\langle V^2\rangle-\sigma_V^2$ and $v_1v_2=\langle V_1V_2\rangle$. Substitution changes the last term from $+\sigma_V^2$ to $-\sigma_V^2$. The quantity to subtract is
\begin{equation}
B=\sum_k h_k\left[\frac c2+\frac{g_1\sigma_V^2}{2}
+\frac32g_3\sigma_V^2\left(V_k^2+V_kV_{k+1}+V_{k+1}^2-\sigma_V^2\right)\right],
\end{equation}
and the final estimate is $W=W_0-B$.

With $\sigma_V=0.050$ V, $\sigma_I=20\ \mu$A and correlation 0.50, $c=5.0\times10^{-7}$ W. The first term is then $cT/2=0.0025$ nJ, nearly all of the printed $B=0.0027$ nJ. At known times, simulated noise gave a shift of $0.0023\pm0.0004$ nJ, in agreement. A negative correlation would make the first term a loss.

Setting negative values of $\bar S_k$ to zero, so that the charge falls monotonically, is a different matter. Since $\max(\bar S,0)\ge\bar S$, it adds energy wherever $\bar V>0$. Its mean gain here is 0.0039 nJ, larger than $B$. Monotonicity should be imposed on time, where it is known to hold, and not on each noisy charge increment.

\section{The uncertainty}

\subsection{Electrical noise}

The value $I_k$ enters the two intervals beside it, each with weight $1/2$. Hence
\begin{equation}
b_k=\frac{\partial W_0}{\partial I_k}
=\tfrac12\left(h_{k-1}\bar V_{k-1}+h_k\bar V_k\right).
\end{equation}
The voltage enters directly and through the leakage in $S$:
\begin{equation}
a_k=\frac{\partial W_0}{\partial V_k}
=\tfrac12\left(h_{k-1}\bar S_{k-1}+h_k\bar S_k\right)+L'(V_k)b_k .
\end{equation}
Missing intervals at the ends count as zero. To first order in the noise, and neglecting the small variation of $B$,
\begin{equation}
u_{\rm el}^2=\sum_k\left(\sigma_V^2a_k^2+\sigma_I^2b_k^2+2c\,a_kb_k\right).
\end{equation}

\subsection{Timing}

Let $\bar P_k=\bar V_k\bar S_k$ and let $\delta t_k$ be the error of $\hat t_k$. With fixed ends, collecting the terms in each $\delta t_k$ gives
\begin{equation}
\delta W=\sum_k\bar P_k(\delta t_{k+1}-\delta t_k)
=-\sum_{k=1}^{n-1}(\bar P_k-\bar P_{k-1})\,\delta t_k .
\end{equation}
The Cauchy--Schwarz inequality and the projection result bound $|\delta W|$ by the norm of the power steps times $\|\tau-t\|$. That is a worst case. For independent raw errors the standard deviation is
\begin{equation}
u_t=\sigma_t\left[\sum_{k=1}^{n-1}(\bar P_k-\bar P_{k-1})^2\right]^{1/2}.
\end{equation}
Reconstructed errors are correlated, but an unclipped block keeps the sum of its stamps. If the power step varies little across a block, $\delta W$ is thus nearly the same as for the raw stamps, and the formula still serves. It predicts 0.0064 nJ, and the simulated timing scatter is 0.0062 nJ.

In real data the power steps contain electrical noise already counted in $u_{\rm el}$. Taking each step as a difference across eleven intervals, divided by eleven, suppresses it. The power must remain smooth over that width.

The same argument shows what reconstruction does not do. Raw signed intervals, negative ones included, have no first-order timing bias either. Reconstruction supplies an ordered time axis and weights that are never negative. In this example it also lowers the scatter, with meter-gain errors removed, from 0.0293 to 0.0270 nJ; no general reduction has been shown.

\subsection{Hold fit and meter gains}

Since $\partial W_0/\partial S_k=b_k$, the derivatives with respect to $(o,g_1,g_3)$ are
\begin{equation}
\mathbf q=\left(-\sum_kb_k,\ \sum_kb_kV_k,\ \sum_kb_kV_k^3\right),
\end{equation}
and $u_{\rm hold}^2=\mathbf q^{\mathsf T}\mathbf C\,\mathbf q$, with $\mathbf C$ the full covariance matrix of the fit. Its off-diagonal elements carry the cancellation noted above.

Let the true voltage be $(1+\alpha)$ times its reading and the true current $(1+\beta)$ times its reading. If the same meters record the holds, $R$ is already expressed in readings, so $S$ scales by $1+\beta$ and $W_0$ by $(1+\alpha)(1+\beta)$. For small independent gain errors the relative uncertainty is $\sqrt{u_\alpha^2+u_\beta^2}$. More samples do not reduce it.

\section{The example in numbers}

The film is 10 nm thick, $10^{-8}$ m$^2$ in area and deliberately leaky. Its charge is a single-valued function $Q(V)$ with a smooth polarization step near 1 V. This represents a discharge branch only, without the hysteresis of a full cycle. The film is discharged from 3.0 V in 10 $\mu$s. The reference energy comes from a voltage integral of $Q(V)$ and uses no time samples.

The gain contribution is $3.184\sqrt{0.005^2+0.005^2}=0.0225$ nJ. With electrical noise, timing and hold fit,
\begin{equation}
u=\sqrt{0.0257^2+0.0066^2+0.0036^2+0.0225^2}\ \text{nJ}=0.035\ \text{nJ}.
\end{equation}
The estimate lies 0.012 nJ below the reference, about a third of $u$. Division by the volume, $10^{-16}$ m$^3$, gives $31.84\pm0.35$ J/cm$^3$, against a reference of 31.96 J/cm$^3$.

Of the released energy, 3.012 nJ is delivered and 0.172 nJ becomes heat; the reference heat is 0.178 nJ. The hold fit alone gives the heat a standard uncertainty of about 0.007 nJ, larger than its share in the released energy, because the cancellation with the offset is absent. Ignoring the offset would raise the delivered energy to 3.081 nJ. The voltage averages 1.5 V over the discharge, so the fitted offset accounts for $4.54\ \mu\text{A}\times1.5\ \text{V}\times10\ \mu\text{s}=0.068$ nJ, close to the difference of 0.069 nJ found.

The released charge, 2.757 nC, is 1.4\% below its reference of 2.797 nC. No uncertainty was evaluated for the charge, so the energy's smaller deviation should not be read as a measure of the charge error.

Over 2000 repeated records the mean energy error was 0.0014 nJ, or 4\% of $u$, and 94.4\% of the results lay within $2u$. These figures are for the stated noise model. Slow drift or noise correlated between samples would require a full covariance matrix.

\section{Choosing the field step in a calculation}

A finite-field calculation gives points $(E_k,D_k)$ on a static branch, with no time stamps or leakage. The pairing rule remains. If $E$ and $D$ both fall without reversal from one point to the next, the true contribution to $-\int E\,dD$ lies between $E_{k+1}|\Delta D_k|$ and $E_k|\Delta D_k|$. The mean field gives the midpoint of this range, so
\begin{equation}
|\text{error}|\le\tfrac12\sum_k|\Delta E_k||\Delta D_k|
\le\tfrac12\max_k|\Delta E_k|\;|D_n-D_0| .
\end{equation}
This holds even when the polarization jumps within a step, where second-order convergence is lost. For a jump of 0.20 C/m$^2$ inside a step of $10^7$ V/m, the bound from that step is $10^6$ J/m$^3$, or 1 J/cm$^3$. The step should therefore be refined around the switching field first. Refinement does not decide whether the calculation follows the branch that a real discharge follows.

\section{Guidance for measured records}

Keep the buffer order, fix the ends from the trigger, and impose only a minimum interval that the sampler guarantees. Pair mean voltage with mean current, subtract the hold curve, and leave negative current noise in place. Report released and delivered energy separately.

The budget shows where effort pays. For nearly uniform intervals $h$ and fixed noise per sample, the current part of $u_{\rm el}^2$ is about $\sigma_I^2h\int V^2dt$, and $u_t^2$ is about $\sigma_t^2h\int(dP/dt)^2dt$, where $P=V(-dQ/dt)$. The timing part then falls as $\sqrt h$, provided that the stamp errors stay independent at the higher rate. The electrical part does so only while the reconstructed intervals remain nearly uniform. Once $h$ is small compared with $\sigma_t$, and $\delta$ lies well below $h$, reconstruction leaves many intervals at the minimum gap and a few long ones. The samples beside the long intervals carry more than their share of the weight, so the electrical noise averages down more slowly than $\sqrt h$. The loss is largest for $\delta=0$ and small when the guaranteed gap is close to $h$, since the intervals then stay nearly uniform. Without such a guarantee, faster sampling pays fully only if the stamp error is reduced as well. In the example, perfect suppression of electrical noise, timing error and hold error would still leave 0.0225 nJ from the meter gains. Below that level, calibration is the remedy. The budget also assumes that voltage and current are read at the same instant. A fixed skew $\tau_s$ between the two channels shifts $W$ by about $\tau_s\int (dV/dt)\,S\,dt$, here roughly 0.001 nJ per nanosecond, so a skew of 20 ns would match the gain contribution. The skew must be calibrated as well. The numerical output that follows lists the full set of values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Film: thickness 10 nm, area 1.0e-08 m^2, eps_r 30
Step polarization 0.20 C/m^2, centre 1.00 V, width 0.30 V
Discharge from 3.0 V in 10 us, samples 401
Noise: voltage 0.050 V, current 20.0 uA, correlation 0.50
Stamp error 20 ns, minimum gap 15 ns
Mean true gap 25.0 ns
Hold-reading noise 0.50 uA, hold voltages 7
Relative gain uncertainty: voltage 0.0050, current 0.0050
True offset 5.00 uA, g1 2.00 uA/V, g3 0.500 uA/V^3
Fitted offset 4.54 uA, g1 1.14 uA/V, g3 0.584 uA/V^3
Reference released energy 3.1961 nJ
Reference leakage heat 0.1782 nJ
Noise-free sampling error 0.000025 nJ
Error ratio on halving uniform steps 4.000
Largest difference from constrained optimizer 8.6e-12 ns
Starting-voltage rule, noise-free excess 0.0158 nJ
ONE RECORD: backward intervals 81 of 400
Smallest reconstructed interval 15.00 ns
Released energy 3.1840 nJ, standard uncertainty 0.0350 nJ
  uncertainty from electrical noise 0.0257 nJ
  uncertainty from timing 0.0066 nJ
  uncertainty from hold fit 0.0036 nJ
  uncertainty from meter gains 0.0225 nJ
Noise correction B 0.00274 nJ
Delivered energy 3.0124 nJ, leakage heat 0.1716 nJ
Delivered energy if offset is ignored 3.0809 nJ
Released charge 2.7573 nC, reference 2.7969 nC
Conductive charge 0.0675 nC
Energy if backward intervals are skipped 3.4736 nJ
Released density 31.84 J/cm^3, uncertainty 0.35 J/cm^3
Reference density 31.96 J/cm^3
REPEATED RECORDS: 2000
Mean error 0.00144 nJ, rms stated uncertainty 0.0350 nJ
Standard deviation of error/uncertainty 1.015
Fraction within two standard uncertainties 0.944
Rms stamp error: raw 20.00 ns, reconstructed 12.83 ns
Timing-only scatter 0.00624 nJ, formula 0.00640 nJ
Timing-only mean shift -0.000057 nJ
Scatter without gain errors: reconstructed 0.0270 nJ, signed raw 0.0293 nJ
Skipped-interval duration factor 1.1235, formula 1.1234
Skipped-interval mean energy factor 1.1165
Mean gain from clipping negative currents 0.00387 nJ
Noise bias at known times 0.00232 nJ, formula 0.00271 nJ
Standard error of that simulated bias 0.00039 nJ
\end{verbatim}
